# The velocity operator and oscillator strengths with a nonlocal core potential, part 1

(Sections cited here and not found follow in the second part.)

## 1. A number that needs explaining

Take a one-electron model atom whose lowest s level is bound by 9.2 eV and whose lowest p level lies 4.9 eV higher, figures chosen to be roughly those of the gold 6s→6p line. The core is replaced by a potential that acts differently on s and p waves. The model, defined in part 9, is solved in closed form, so its two eigenfunctions are exact. The oscillator strength of the line computed from the matrix element of the position $\mathbf r$ is 0.6386. Computed from the matrix element of the momentum $\mathbf p$, with the formula that serves for an ordinary atom, it is 1.2345. The ratio is 1.933. For hydrogen 1s→2p the same two formulas both give 0.4162.

No basis is incomplete and no wave function is approximate, so inexact states cannot explain the gap between the two forms. The cause is that $\mathbf p/m$ is not the velocity of this electron.

## 2. Setting and conventions

One electron of mass $m$ and charge $q=-e$ moves around a fixed core, without spin-orbit coupling. SI units are used throughout. The Hamiltonian is

$$H=\frac{p^2}{2m}+V_{\rm loc}(\mathbf r)+V_{\rm nl},\qquad \mathbf p=-i\hbar\nabla,\qquad [x_a,p_b]=i\hbar\,\delta_{ab}.$$

$V_{\rm loc}$ multiplies the wave function by a real function. $V_{\rm nl}$ is a linear operator given by a kernel,

$$(V_{\rm nl}\psi)(\mathbf r)=\int V(\mathbf r,\mathbf r')\,\psi(\mathbf r')\,d^3r',\qquad V(\mathbf r,\mathbf r')=V(\mathbf r',\mathbf r)^*,$$

where the second condition makes it Hermitian. A local potential is the special case $V(\mathbf r,\mathbf r')=W(\mathbf r)\,\delta^3(\mathbf r-\mathbf r')$.

Two forms occur in effective core potentials. The semilocal form is

$$V_{\rm nl}=\sum_l U_l(r)\,\hat P_l,\qquad (\hat P_l\psi)(r,\Omega)=\sum_{m=-l}^{l}Y_{lm}(\Omega)\int Y_{lm}^*(\Omega')\,\psi(r,\Omega')\,d\Omega',$$

which is local in the radius and nonlocal in the angles. In practice the potential of the highest channel is put into $V_{\rm loc}$, the $U_l$ are differences from it, and they vanish above some $l$. The separable form, of Kleinman-Bylander type, is a sum of terms $\Lambda|\beta\rangle\langle\beta|$ with real strength $\Lambda$ and kernel $\Lambda\,\beta(\mathbf r)\beta^*(\mathbf r')$.

The index $m$ on spherical harmonics is the magnetic quantum number; everywhere else $m$ is the mass. The abbreviation

$$\mathbf c=[V_{\rm nl},\mathbf r]=V_{\rm nl}\mathbf r-\mathbf rV_{\rm nl}$$

is used for the commutator, which has units of J m.

## 3. The velocity operator

Velocity is the rate of change of position. From $i\hbar\,\partial_t|\psi\rangle=H|\psi\rangle$ and its adjoint $-i\hbar\,\partial_t\langle\psi|=\langle\psi|H$,

$$\frac{d}{dt}\langle\psi|\mathbf r|\psi\rangle=\frac{i}{\hbar}\langle\psi|H\mathbf r|\psi\rangle-\frac{i}{\hbar}\langle\psi|\mathbf rH|\psi\rangle=\Big\langle\frac{i}{\hbar}[H,\mathbf r]\Big\rangle .$$

This holds in every state, so the operator of velocity is $\mathbf v=(i/\hbar)[H,\mathbf r]$. The three parts of $H$ are taken in turn.

For the kinetic term use $[AB,C]=A[B,C]+[A,C]B$ and $[p_b,x_a]=-i\hbar\delta_{ab}$:

$$[p^2,x_a]=\sum_b\big(p_b[p_b,x_a]+[p_b,x_a]p_b\big)=-2i\hbar\,p_a,\qquad \Big[\frac{p^2}{2m},\mathbf r\Big]=-\frac{i\hbar}{m}\,\mathbf p .$$

Multiplying by $i/\hbar$ gives $(i)(-i)\,\mathbf p/m=\mathbf p/m$. The local term gives nothing, because two multiplications by functions commute. The nonlocal term stays as it is. Hence

$$\mathbf v=\frac{\mathbf p}{m}+\frac{i}{\hbar}\,[V_{\rm nl},\mathbf r].\tag{1}$$

In atomic units, where $\hbar=m=1$, this reads $\mathbf p+i[V_{\rm nl},\mathbf r]$. The added term is Hermitian: $\mathbf c^\dagger=\mathbf rV_{\rm nl}-V_{\rm nl}\mathbf r=-\mathbf c$, and so $(i\mathbf c)^\dagger=-i\,\mathbf c^\dagger=i\mathbf c$.

The kernel of $\mathbf c$ follows by letting it act on a function. In $V_{\rm nl}\mathbf r\psi$ the position multiplies first and stands inside the integral as $\mathbf r'$; in $\mathbf rV_{\rm nl}\psi$ it multiplies last and is $\mathbf r$:

$$(\mathbf c\,\psi)(\mathbf r)=\int V(\mathbf r,\mathbf r')\,(\mathbf r'-\mathbf r)\,\psi(\mathbf r')\,d^3r'.\tag{2}$$

For a local potential $\delta^3(\mathbf r-\mathbf r')(\mathbf r'-\mathbf r)=0$ and $\mathbf v=\mathbf p/m$. If the kernel has any weight at $\mathbf r'\ne\mathbf r$, the kernel in (2) is nonzero there and $\mathbf c$ is not the zero operator.

The meaning of the extra term is seen in the balance of probability. With $\rho=\psi^*\psi$, the Schrödinger equation gives $\partial_t\rho=(2/\hbar)\,{\rm Im}(\psi^*H\psi)$. The kinetic part is $-(\hbar/m)\,{\rm Im}(\psi^*\nabla^2\psi)=-\nabla\cdot\mathbf j$ with $\mathbf j=(\hbar/m)\,{\rm Im}(\psi^*\nabla\psi)$, since ${\rm Im}(\nabla\psi^*\cdot\nabla\psi)=0$. The local potential gives a real product and drops out. What remains is

$$\partial_t\rho+\nabla\cdot\mathbf j=s(\mathbf r),\qquad s=\frac{2}{\hbar}\,{\rm Im}\big[\psi^*(\mathbf r)\,(V_{\rm nl}\psi)(\mathbf r)\big].$$

The integral of $s$ vanishes because $\langle V_{\rm nl}\rangle$ is real, so probability is conserved in total, but the potential removes it at some points and deposits it at others. The first moment of $s$ is $(2/\hbar)\,{\rm Im}\langle\mathbf rV_{\rm nl}\rangle=(1/i\hbar)\langle\mathbf rV_{\rm nl}-V_{\rm nl}\mathbf r\rangle=(i/\hbar)\langle\mathbf c\rangle$, where ${\rm Im}\,z=(z-z^*)/2i$ and $\langle\mathbf rV_{\rm nl}\rangle^*=\langle V_{\rm nl}\mathbf r\rangle$ were used. The first moment of $-\nabla\cdot\mathbf j$ is $\int\mathbf j\,d^3r=\langle\mathbf p\rangle/m$ by partial integration. The two terms of (1) are therefore the ordinary flow and the transport done by the nonlocal potential itself.

## 4. A direct test in one dimension

Equation (1) can be tested against its definition. Take $H=p^2/2m+m\Omega^2x^2/2+\Lambda|\beta\rangle\langle\beta|$ with the chosen inputs $\hbar\Omega=12$ eV, $\Lambda=5$ eV and a normalized $\beta\propto e^{-x^2/2s^2}$, $s=0.05$ nm. The initial state is the packet $\psi\propto\exp[-(x-x_0)^2/2w^2+ikx]$ with $w=0.06$ nm, $x_0=0.02$ nm and $k=10^{10}\ {\rm m^{-1}}$.

For a separable term,

$$\frac{i}{\hbar}\langle[V_{\rm nl},x]\rangle=\frac{i\Lambda}{\hbar}\Big(\langle\psi|\beta\rangle\langle\beta|x|\psi\rangle-{\rm c.c.}\Big)=-\frac{2\Lambda}{\hbar}\,{\rm Im}\big(\langle\psi|\beta\rangle\langle\beta|x|\psi\rangle\big),$$

since $z-z^*=2i\,{\rm Im}\,z$. The product $\beta\psi$ is proportional to $\exp[-x^2/2\tau^2+bx]$ with $1/\tau^2=1/s^2+1/w^2$ and $b=x_0/w^2+ik$. Completing the square centres this Gaussian at $x=\tau^2b$, so $\langle\beta|x|\psi\rangle=\tau^2b\,\langle\beta|\psi\rangle$, and the correction is $-(2\Lambda/\hbar)\,\tau^2k\,|\langle\beta|\psi\rangle|^2$. With $\Lambda>0$ this Gaussian projector slows the packet; the sign follows from the Gaussian shape of $\beta$ and is not a general rule.

The model was represented on a uniform grid with sinc basis functions and diagonalized numerically; the packet was propagated with the eigenstates, and $d\langle x\rangle/dt$ at $t=0$ was taken by finite differences in time. The result is $9.7951\times10^5$ m/s. The expectation values in the initial state are $\langle p\rangle/m=1.157676\times10^6$ m/s and $(i/\hbar)\langle[V_{\rm nl},x]\rangle=-1.781615\times10^5$ m/s. Their sum is $(11.57676-1.78162)\times10^5=9.7951\times10^5$ m/s. The momentum alone is not the speed at which the centre of the packet moves.

## 5. Light couples to $\mathbf v$, not to $\mathbf p/m$

One could accept (1) and still suppose that radiation enters through $\mathbf A\cdot\mathbf p$. It does not. The assumption needed is that the model electron is a charge $q$ at position $\mathbf r$, so that in the dipole approximation, where the field is uniform over the atom, the Hamiltonian is $H_L=H-q\mathbf E(t)\cdot\mathbf r$. Write $\mathbf E=-d\mathbf A/dt$ with a uniform $\mathbf A(t)$, and define $\psi_V=G\psi_L$ with $G=e^{iq\mathbf A\cdot\mathbf r/\hbar}$. Then $i\hbar\,\partial_tG=-q\dot{\mathbf A}\cdot\mathbf r\,G=+q\mathbf E\cdot\mathbf r\,G$, and

$$i\hbar\,\partial_t\psi_V=q\mathbf E\cdot\mathbf r\,\psi_V+G\,(H-q\mathbf E\cdot\mathbf r)\,G^\dagger\psi_V=GHG^\dagger\,\psi_V ,$$

because $G$ commutes with $\mathbf r$ and the two field terms cancel. The Hamiltonian in the velocity gauge is $H(\mathbf A)=GHG^\dagger$.

Its pieces are as follows. Differentiating the product, $G\,\mathbf p\,(G^\dagger\psi)=G\,(-q\mathbf A\,G^\dagger\psi+G^\dagger\mathbf p\psi)=(\mathbf p-q\mathbf A)\psi$, so the kinetic energy becomes $(\mathbf p-q\mathbf A)^2/2m$. The local potential is unchanged. In the nonlocal term $G^\dagger$ acts at $\mathbf r'$ and $G$ at $\mathbf r$:

$$V(\mathbf r,\mathbf r')\ \to\ V(\mathbf r,\mathbf r')\,e^{iq\mathbf A\cdot(\mathbf r-\mathbf r')/\hbar}.\tag{3}$$

To first order in $\mathbf A$ the kinetic term contributes $-q\mathbf A\cdot\mathbf p/m$, and (3) contributes the kernel $(iq/\hbar)\,\mathbf A\cdot(\mathbf r-\mathbf r')V$, which by (2) is the operator $-(iq/\hbar)\mathbf A\cdot\mathbf c$. Together,

$$H(\mathbf A)=H-q\,\mathbf A\cdot\mathbf v+O(A^2).\tag{4}$$

A constant $\mathbf A$ carries neither electric nor magnetic field, so it must not change any energy. With (3) this is guaranteed, since $H(\mathbf A)$ is unitarily equivalent to $H$. The naive Hamiltonian $H_{\rm naive}=(\mathbf p-q\mathbf A)^2/2m+V_{\rm loc}+V_{\rm nl}$, with the kernel left alone, fails the test. For a nondegenerate real ground state $\langle\mathbf p\rangle=0$, and in one dimension second-order perturbation theory gives

$$\Delta E_{\rm naive}=\frac{q^2A^2}{2m}-\frac{q^2A^2}{m^2}\sum_{f\neq0}\frac{|\langle f|p|0\rangle|^2}{E_f-E_0}+O(A^4),$$

which has no reason to vanish. In the model of part 4 the ground energy is 10.399654 eV. With $qA/\hbar=5\times10^9\ {\rm m^{-1}}$, numerical diagonalization of $(p-qA)^2/2m+V_{\rm loc}$ plus the kernel (3) returns 10.399654 eV, while the naive Hamiltonian returns 10.139552 eV, lower by 0.26 eV in the absence of any field.

For a field that varies in space the phase in (3) has to be replaced by a line integral of $\mathbf A$ from $\mathbf r'$ to $\mathbf r$, and the choice of path is an additional model assumption. That case is not treated here.

## 6. Oscillator strengths between exact eigenstates

Let $H|i\rangle=E_i|i\rangle$, $H|f\rangle=E_f|f\rangle$ and $\hbar\omega=E_f-E_i\ne0$, positive for absorption. Write $\mathbf r_{fi}=\langle f|\mathbf r|i\rangle$, likewise for other operators, and $|\mathbf r_{fi}|^2=\sum_a|\langle f|x_a|i\rangle|^2$. The length, velocity and naive momentum forms are defined as

$$f^L=\frac{2m\omega}{3\hbar}|\mathbf r_{fi}|^2,\qquad f^V=\frac{2m}{3\hbar\omega}|\mathbf v_{fi}|^2,\qquad f^p=\frac{2}{3m\hbar\omega}|\mathbf p_{fi}|^2 .$$

The factor $1/3$ is the average over the direction of polarization; in one dimension it is absent. For a degenerate final level the values are summed over its members. $f^p$ is $f^V$ with $\mathbf v$ replaced by $\mathbf p/m$. A fourth, mixed form will be useful:

$$f^M=\frac{2}{3\hbar}\,{\rm Im}\big(\mathbf r_{if}\cdot\mathbf p_{fi}\big).$$

Take the matrix element of $\mathbf v=(i/\hbar)[H,\mathbf r]$. In $\langle f|\mathbf rH|i\rangle$, $H$ acts to the right and gives $E_i$. In $\langle f|H\mathbf r|i\rangle$ it is moved to the left and gives $E_f$. This move is the one assumption of the step: the function $\mathbf r\psi_i$ must lie in the domain on which $H$ is self-adjoint, so that partial integration leaves no surface terms. Then

$$\mathbf v_{fi}=\frac{i}{\hbar}(E_f-E_i)\,\mathbf r_{fi}=i\omega\,\mathbf r_{fi}.\tag{5}$$

Inserting $|\mathbf v_{fi}|^2=\omega^2|\mathbf r_{fi}|^2$ into $f^V$ gives $f^V=f^L$, whatever $V_{\rm nl}$ is. This is also the statement that the two gauges of part 5 give one transition rate: the couplings $q\mathbf A_0\cdot\mathbf v_{fi}$ and $q\mathbf E_0\cdot\mathbf r_{fi}$ have equal modulus on resonance, where $|\mathbf E_0|=\omega|\mathbf A_0|$.

Now solve (1) for the momentum, $\mathbf p=m\mathbf v-(im/\hbar)\mathbf c$, and use (5):

$$\mathbf p_{fi}=im\omega\,\mathbf r_{fi}-\frac{im}{\hbar}\,\mathbf c_{fi}=\frac{im}{\hbar}\big(\hbar\omega\,\mathbf r_{fi}-\mathbf c_{fi}\big).\tag{6}$$

Putting both strengths over the same prefactor,

$$f^L=\frac{2m}{3\hbar^3\omega}\,|\hbar\omega\,\mathbf r_{fi}|^2,\qquad f^p=\frac{2m}{3\hbar^3\omega}\,|\hbar\omega\,\mathbf r_{fi}-\mathbf c_{fi}|^2,$$

and expanding the square,

$$f^p-f^L=\frac{2m}{3\hbar^3\omega}\Big(|\mathbf c_{fi}|^2-2\hbar\omega\,{\rm Re}\,(\mathbf r_{fi}^*\cdot\mathbf c_{fi})\Big).\tag{7}$$

Only exact eigenstates were used. The statement that the two forms disagree needs one qualification: (7) vanishes when $\mathbf c_{fi}=0$, which can happen for a particular line although $\mathbf c\neq0$ as an operator, and also when the two terms in the bracket cancel by accident. The disagreement is generic, not universal.

In the one-dimensional model the first transition has $\hbar\omega=7.600346$ eV, and the numerical eigenvectors give $f^L=f^V=0.759365$ and $f^p=1.279291$. The perturbation formula of part 5 can be written $\Delta E_{\rm naive}=(q^2A^2/2m)\,(1-\sum_ff^p)$. No term of the sum is negative for the ground state and the first already exceeds 1, so the shift at order $A^2$ is negative, as the diagonalization found.

## 7. The semilocal potential and the s→p line

Let $V_{\rm loc}$ be spherical, so that the eigenstates are $\psi=r^{-1}u(r)\,Y_{lm}(\Omega)$ with real $u$ and $\int_0^\infty u^2dr=1$. On such a state $\hat P_{l''}\psi=\delta_{l''l}\psi$, so $V_{\rm nl}\psi=U_l(r)\psi$. In $\langle f|V_{\rm nl}\mathbf r|i\rangle$ let the Hermitian $V_{\rm nl}$ act to the left, where it gives $U_{l'}$; in $\langle f|\mathbf rV_{\rm nl}|i\rangle$ it acts to the right and gives $U_l$. With $\mathbf r=r\hat{\mathbf r}$ and volume element $r^2dr\,d\Omega$,

$$\mathbf c_{fi}=\langle l'm'|\hat{\mathbf r}|lm\rangle\int_0^\infty u_{l'}\,(U_{l'}-U_l)\,r\,u_l\,dr .\tag{8}$$

The angular factor is the same as in $\mathbf r_{fi}$, so the correction obeys the dipole selection rules and opens no forbidden line. Only the difference of the two channel potentials enters. If all $U_l$ equal one function $U$, then $\sum_l\hat P_l=1$ makes $V_{\rm nl}=U(r)$ local, and (8) vanishes as it must. A line between two channels that both have $U_l=0$ has no correction at all.

Now take an s initial state and a p final level. The angular factor is $\mathbf n_m=\langle1m|\hat{\mathbf r}|00\rangle$. Since $Y_{00}=1/\sqrt{4\pi}$ is a constant and the three components of $\hat{\mathbf r}$ are linear combinations of the $Y_{1m}$, each function $\hat r_aY_{00}$ is purely $l=1$. The sum over $m$ of its squared components is therefore its full squared norm:

$$\sum_m|\mathbf n_m|^2=\sum_a\int\hat r_a^2\,|Y_{00}|^2d\Omega=\int|Y_{00}|^2d\Omega=1 .$$

For a single component, $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$ because $Y_{10}=\sqrt{3/4\pi}\cos\theta$, so the $z$ element to $m=0$ is $1/\sqrt3$.

The gradient of a spherical function is radial, $\nabla(u_s/r)=\hat{\mathbf r}\,(u_s'/r-u_s/r^2)$. Multiplying by $u_p/r$ and $r^2dr$ gives the radial factor $u_p(u_s'-u_s/r)$. Define

$$R=\int_0^\infty u_p\,r\,u_s\,dr,\qquad D=\int_0^\infty u_p\Big(u_s'-\frac{u_s}{r}\Big)dr,\qquad C=\int_0^\infty u_p\,(U_1-U_0)\,r\,u_s\,dr ,$$

in m, m$^{-1}$ and J m. Then $\mathbf r_{fi}=R\,\mathbf n_m$, $\mathbf p_{fi}=-i\hbar D\,\mathbf n_m$, $\mathbf c_{fi}=C\,\mathbf n_m$, and (6) reads $-i\hbar D=(im/\hbar)(\hbar\omega R-C)$. Multiplying by $\hbar/(im)$,

$$\hbar\omega R=C-\frac{\hbar^2}{m}D .\tag{9}$$

It is worth deriving (9) again from the radial equations, because that shows the surface terms. With $l(l+1)=0$ and $2$,

$$-\frac{\hbar^2}{2m}u_s''+(V_{\rm loc}+U_0)u_s=E_su_s,\qquad-\frac{\hbar^2}{2m}u_p''+\frac{\hbar^2}{mr^2}u_p+(V_{\rm loc}+U_1)u_p=E_pu_p .$$

Multiply the second by $ru_s$, the first by $ru_p$, subtract and integrate. $V_{\rm loc}$ cancels:

$$\hbar\omega R=-\frac{\hbar^2}{2m}\int r\,W'\,dr+\frac{\hbar^2}{m}\int\frac{u_pu_s}{r}\,dr+C,\qquad W=u_su_p'-u_pu_s',$$

where $W'=u_su_p''-u_pu_s''$. One partial integration gives $\int rW'dr=[rW]-\int W\,dr$, and a second gives $\int W\,dr=[u_su_p]-2\int u_pu_s'\,dr$. If $rW$ and $u_su_p$ vanish at $0$ and $\infty$, then $\int rW'dr=2\int u_pu_s'dr$, the first term is $-(\hbar^2/m)\int u_pu_s'dr$, and with the centrifugal term it forms $-(\hbar^2/m)D$. This is (9).

Summed over $m$, the strengths are

$$f^L=\frac{2m\omega}{3\hbar}R^2,\qquad f^p=\frac{2\hbar}{3m\omega}D^2,\qquad f^M=-\frac23RD .$$

For the last, $\mathbf r_{if}\cdot\mathbf p_{fi}=R\,(-i\hbar D)\,|\mathbf n_m|^2$, whose imaginary part sums to $-\hbar RD$. The product $f^Lf^p=\tfrac49R^2D^2$ shows $(f^M)^2=f^Lf^p$. For $R\neq0$ the ratio is $f^p/f^L=\hbar^2D^2/(m\omega R)^2=[(\hbar^2D/m)/(\hbar\omega R)]^2$, and (9) turns it into

$$\frac{f^p}{f^L}=\Big(1-\frac{C}{\hbar\omega R}\Big)^2,\qquad\frac{f^M}{f^L}=1-\frac{C}{\hbar\omega R}.\tag{10}$$

The ratio equals 1 only for $C=0$ or $C=2\hbar\omega R$; in the second case $\mathbf p_{fi}=-m\mathbf v_{fi}$, and the agreement of the squares hides a reversed sign.

One case is decided without computation. The lowest states of the two channels are nodeless and can be taken positive, so $R>0$. If $U_1<U_0$ wherever they differ, the integrand of $C$ is nowhere positive and $C<0$. With $\omega>0$, (10) gives $f^p>f^L$ strictly. This is the situation of an s channel that is more repulsive than the p channel at every radius where the two differ; if $U_1-U_0$ changes sign, the sign of $C$ has to be computed.

Two limits follow from (10). For weak nonlocality $f^p/f^L\approx1-2C/\hbar\omega R$, first order in $U_1-U_0$. For a small transition energy with $C$ and $R$ finite and $C\neq0$, $f^L\propto\omega$ goes to zero while (9) leaves $D\to mC/\hbar^2$ finite and $f^p\propto1/\omega$ grows without bound. This limit holds $C/R$ fixed and does not rank the different lines of one atom, for which $R$ and $C$ change as well. In the model of part 10 the lines above the lowest carry together $0.707510-0.638625=0.0689$ in $f^L$ but $1.464362-1.234497=0.2299$ in $f^p$, a ratio of 3.3, larger than the 1.93 of the lowest line.

With a nonlocal potential the velocity is $\mathbf p/m$ plus a commutator term, so between exact eigenstates $f^V=f^L$, while $f^p$ in general differs, by the amount (7). What remains are the sum rules, the exactly solvable model with its worked numbers, a Gaussian potential, the extension to many electrons and solids, and the limits of validity.
